Singlet and triplet return paths in weak localization with spin-orbit scattering

**1. One closed path with a known spin rotation**

Let an electron return to its starting point along one closed path, with orbital amplitude a and with its spin rotated by a 2×2 unitary matrix U of unit determinant. In a system with time-reversal symmetry the same loop can be run backwards. The orbital amplitude is again a, and the spin rotation is undone step by step, so it is U† (shown in section 2). The return probability, summed over final spin and averaged over initial spin, is

P = |a|² ½Tr[(U + U†)†(U + U†)]
= |a|² ½Tr[U†U + U†U† + UU + UU†].

The first and last products are unit matrices with trace 2. The eigenvalues of U are exp(±iθ/2), where θ is the rotation angle, so Tr U² = Tr U†² = 2cos θ. Hence

P = 2|a|²(1 + C), C = ½Tr U² = cos θ.

Without interference the two directions would give 2|a|². Without spin rotation C = 1 and the return probability doubles; this enhanced return is weak localization.

Now let the path be so long that U is equally likely to be any rotation. Write U = q₀ + i q·σ, with the four real numbers (q₀, q) spread uniformly over the unit sphere in four dimensions. Then cos(θ/2) = q₀ and C = 2q₀² − 1. The four squares sum to one and have equal means, so ⟨q₀²⟩ = 1/4 and

⟨C⟩ = 2·¼ − 1 = −½.

The return probability falls from twice the incoherent value to half of it. This is the factor −1/2. It belongs to long paths, and what it does to a conductance depends on how many return paths are long enough.

**2. Why the reversed path carries U†**

The spin-orbit part of an impurity potential contains (∇V × p)·σ. Its matrix element between plane waves is proportional to i(k_f × k_i)·σ. With unit vectors k_i and k_f for the directions before and after a collision, the spin part of the amplitude is

V(k_f, k_i) = 1 + iλ c·σ, c = k_f × k_i,

with λ real and small. Since V†V = 1 + λ²|c|² is a number, V is a rotation apart from its length.

On the reversed path the electron arrives with −k_f and leaves with −k_i. The vector product becomes (−k_i) × (−k_f) = −c, and the collision matrix becomes V†. The order of collisions is also reversed. If the forward rotation is V_n…V₂V₁, the backward one is V₁†V₂†…V_n† = (V_n…V₁)†, which is U† after normalization.

Magnetic impurities invalidate this step, because a fixed magnetic moment is not reversed along with the electron's path.

**3. Singlet and triplet channels**

With spin indices written out,

Tr U² = Σ_ab U_ab U_ba = Tr[X (U⊗U)],

where X exchanges the two spins of a pair, X|ab⟩ = |ba⟩. The pair consists of the electron on the forward path and its partner on the reversed path. X is +1 on the three symmetric triplet states and −1 on the antisymmetric singlet, so X = P_T − P_S with projectors P_T and P_S. Therefore

C = ½{Tr[P_T U⊗U] − Tr[P_S U⊗U]}.

The singlet acquires the factor det U = 1: no rotation changes it. The full trace of U⊗U is (Tr U)² = 4cos²(θ/2) = 2 + 2cos θ, which leaves 1 + 2cos θ for the triplet. Thus C = ½(1 + 2cos θ − 1) = cos θ, as before.

The minus sign of the singlet is present even without spin-orbit scattering, when C = ½(3 − 1) = 1. Random rotations remove the three positive contributions and leave the negative one, C = ½(0 − 1) = −½.

For 50 random sequences of nine momenta, with the backward matrix built explicitly from the reversed momenta, the interference trace and the channel formula agreed to 7×10⁻¹⁶.

**4. How fast the triplet decays**

For one collision the pair is multiplied by

V⊗V = 1 + iλ c·(σ₁ + σ₂) − λ² Σ_ij c_i c_j σ₁ᵢσ₂ⱼ.

Assume that scattering is isotropic in three dimensions. The mean of c vanishes. The mean of |c|² is the mean of sin² of the scattering angle, 2/3, so ⟨c_i c_j⟩ = (2/9)δ_ij. With ε = 2λ²/3,

⟨V⊗V⟩ = 1 − (ε/3) σ₁·σ₂.

The total spin S satisfies S(S+1) = ¼(σ₁ + σ₂)² = ¼(6 + 2σ₁·σ₂). This gives σ₁·σ₂ = 1 for the triplet and −3 for the singlet. Probability without interference carries the weight ⟨½Tr V†V⟩ = 1 + ε, by which the pair factors must be divided:

singlet: (1 + ε)/(1 + ε) = 1,
triplet: (1 − ε/3)/(1 + ε) ≈ 1 − 4ε/3.

Define the spin-orbit rate 1/τ_so as the rate of collisions through the spin-orbit part of V. To leading order ε = τ/τ_so, where τ is the time between collisions. After t/τ collisions

⟨C(t)⟩ = (3/2) exp(−4t/3τ_so) − ½.

Data that use another definition of the spin-orbit time must be converted so that the triplet decay rate, here 4/(3τ_so), stays the same.

Successive collisions share one momentum and are not independent. A cross term linear in c of the first collision vanishes on averaging over its incoming direction, and one linear in c of the second on averaging over its outgoing direction. Correlations therefore enter at order λ⁴. In sampled sequences with λ = 0.1 (20 000 of them), C was 0.463, −0.107 and −0.494 after 50, 150 and 700 collisions; the law gives 0.462, −0.105 and −0.497.

The spread of directions matters. If all momenta lie in one plane, every c points along its normal and all rotations share an axis. The triplet state with zero spin projection on that axis is then unchanged, because its two spins acquire opposite phases. The long-path limit becomes ½(1 − 1) = 0. The same sampling with planar momenta gave 0.009 after 700 collisions. Strong spin-orbit scattering thus yields −1/2 when the accumulated rotations explore all axes. The zero belongs to the collision matrix of section 2, not to planar motion as such: in a two-dimensional gas whose spin precesses about in-plane axes that turn with the momentum (Rashba coupling), successive rotations do not commute and the long-path limit is again −1/2.

A check that uses no paths is provided by random scattering matrices restricted only by time-reversal symmetry. For three channels and 30 000 matrices, the probability of return into the incoming channel, divided by that of scattering into another channel, was 1.997 without spin and 0.502 with full spin mixing. The expected values of 1 + C are 2 and ½.

**5. From return paths to conductance**

Set ħ = 1 for the moment. The conductivity at the Fermi energy is (πe²/Ω) Tr[v_x δ(E−H) v_x δ(E−H)], with Ω the volume. Inserting δ(E−H) = (i/2π)(G^R − G^A) and keeping the products of one retarded and one advanced function, which carry the diffusive contribution, gives

σ = (e²/2πΩ) Tr[v_x G^R v_x G^A].

Let ξ be the energy from the Fermi level and N₀ the density of states per spin. The averaged function is G^R = 1/(−ξ + i/2τ), and

∫|G|² dξ = 2πτ, ∫|G|⁴ dξ = 4πτ³.

The first integral gives the classical result (e²/2π)(2N₀)(v_F²/3)(2πτ) = 2e²N₀D, with D = v_F²τ/3.

Interference of a path with its reverse is a repeated scattering of a pair with small total momentum q. The strength of one impurity line is W = 1/(2πN₀τ), fixed by the collision rate 1/τ = 2πN₀W. Between collisions the pair contributes

W N₀ ⟨∫G^R(ξ) G^A(ξ − v·q) dξ⟩ = ⟨1/(1 + iτ v·q)⟩ ≈ 1 − Dτq²,

because the linear term averages to zero and ⟨(v·q)²⟩ = v_F²q²/3.

Dephasing at a spin-independent rate 1/τ_φ and the triplet decay add to Dq². The geometric series in channel s is then

Γ_s = W/[τ(Dq² + 1/τ_s)] = 1/[2πN₀τ²(Dq² + 1/τ_s)],

with τ_S = τ_φ and 1/τ_T = 1/τ_φ + 4/(3τ_so). The spin indices close with the same exchange X as in section 3, so the sum over spins is 3Γ_T − Γ_S. Without spin-orbit scattering this is 2Γ, the ordinary spin degeneracy.

The pair has nearly zero total momentum, so the two velocities are opposite and v_x(k)v_x(q−k) ≈ −v_x(k)². Using v_F²/3 = D/τ,

δσ = −(e²/2π) N₀ (D/τ)(4πτ³) ∫d³q/(2π)³ (3Γ_T − Γ_S).

All powers of τ cancel outside the denominators. Diagrams with one further impurity line across the ends contain sums odd in k at q = 0. They gain a factor q² that cancels the pole, so they do not affect the leading logarithm.

Let the film be much thinner than L_φ = √(Dτ_φ), and so thin that pair modes varying across the thickness decay at rates of order 1/τ or faster. Then only pairs uniform across the thickness are kept, an approximation whose size is estimated in section 9. Multiplying by the thickness and restoring ħ gives the sheet conductance correction

δG = −(e²D/πħ) ∫d²q/(2π)² [3/(Dq² + 1/τ_T) − 1/(Dq² + 1/τ_φ)].

Diffusion has no meaning for times below τ, so the integral stops at Dq² = 1/τ. With u = Dq² the measure is du/(4πD), and each term yields ln(1 + τ_s/τ)/(4πD). Hence

δG = −g₀[(3/2) ln(1 + τ_T/τ) − ½ ln(1 + τ_φ/τ)], g₀ = e²/(2π²ħ).

Writing each denominator as an integral over time gives the equivalent form

δG = −g₀ ∫₀^∞ (dt/t)(1 − e^(−t/τ)) e^(−t/τ_φ) ⟨C(t)⟩,

which shows each path length entering with its own C.

**6. What the factor −1/2 multiplies**

Differentiating 1/τ_T = 1/τ_φ + 4/(3τ_so) at fixed τ_so gives d ln τ_T/d ln τ_φ = τ_T/τ_φ. For τ much shorter than the other times, the slope of δG in ln τ_φ, divided by the spinless slope −g₀, is

r = (3/2)/(1 + 4τ_φ/3τ_so) − ½.

For τ_φ ≪ τ_so, r = 1: the spin has no time to rotate. For τ_φ ≫ τ_so, r → −½: longer coherence then raises the conductance, which is called weak antilocalization. The sign changes where 4τ_φ/3τ_so = 2, that is at τ_φ = 3τ_so/2. At τ_φ/τ_so = 0.1, 10 and 1000 the numerical values of r are 0.82, −0.395 and −0.499.

The total correction behaves differently. In the limit τ ≪ τ_so ≪ τ_φ,

δG ≈ −g₀[(3/2) ln(3τ_so/4τ) − ½ ln(τ_φ/τ)].

It is positive only if τ_φ/τ > (3τ_so/4τ)³. Until then the short paths, which keep the ordinary sign, outweigh the long ones. The statement that strong spin-orbit scattering multiplies weak localization by −1/2 therefore holds for the part that varies with τ_φ. For the whole correction it holds only when the triplet term is negligible beside the singlet logarithm, that is, when ln(τ_φ/τ) is much larger than 3 ln(3τ_so/4τ). For τ_so/τ near 1000, as in section 8, no realistic τ_φ is long enough: even at ln(τ_φ/τ) = 100 the formula gives a ratio of totals of only −0.40.

**7. Magnetic field**

A field B perpendicular to the film separates the long paths from the short ones. The pair carries charge 2e, and its q² becomes the operator −∂²/∂x² + (2eBx/ħ)² up to a shift of x. Its levels are (2eB/ħ)(2n + 1), so

Dq² → (4eBD/ħ)(n + ½), with eB/(πħ) states per area in each level.

Define B_s = ħ/(4eDτ_s). Each integral in δG turns into a sum:

(e²D/πħ) ∫d²q/(2π)² 1/(Dq² + 1/τ_s) → (e²/4π²ħ) Σ_n 1/(n + ½ + B_s/B).

The cutoff stops the sum at N = B_e/B with B_e = ħ/(4eDτ). For B and B_s well below B_e the sum is ln(B_e/B) − ψ(½ + B_s/B), where ψ is the digamma function. Its zero-field value is ln(B_e/B_s). The cutoff drops out of the difference:

G(B) − G(0) = g₀[(3/2) F(B/B_T) − ½ F(B/B_φ)],
F(z) = ψ(½ + 1/z) + ln z.

For small z, F ≈ z²/24 with a relative error of about 0.18z². This form should be used in code at very small z, where the digamma function and the logarithm nearly cancel.

At low field the ratio to the spinless result is (3/2)(B_φ/B_T)² − ½, which tends to −½ for τ_φ ≫ τ_so. For B_T ≪ B ≪ B_e both F functions are logarithmic and the slope in ln B tends to g₀(3/2 − ½) = g₀, the spinless value. The approach is slow, since the slope of F(z) in ln z is about 1 − π²/2z at large z: with the fields of section 8 the slope is 0.47 g₀ at 10 B_T and 0.93 g₀ at 100 B_T, where the length √(ħ/2eB) ≈ 7 nm is already close to the film thickness and the formula is at the edge of its range. The field has then removed the long paths. For τ_φ ≫ τ_so the conductance therefore first falls with field and later rises.

**8. A disordered copper film at 4 K**

The inputs are assumed, rough values for a strongly disordered copper film, treated as a free-electron metal; in particular, τ_so and τ_φ are not derived here and would have to be measured for a given film: 85 electrons per nm³, thickness 5 nm, mean free path l = 3 nm, τ_so = 2 ps and τ_φ = 20 ps. The Fermi wave number is k_F = (3π²·85)^(1/3) = 13.6 nm⁻¹ and v_F = ħk_F/m = 1.575×10⁶ m/s. Then

τ = l/v_F = 1.905 fs, D = v_F l/3 = 15.75 cm²/s.

The resistivity m/(ne²τ) is 21.9 μΩ cm, and division by the thickness gives 43.8 Ω per square. The triplet time follows from

1/τ_T = 1/20 + 4/(3·2) = 0.717 ps⁻¹, τ_T = 1.395 ps.

With g₀ = 12.33 μS the two channels contribute

triplet: −1.5 ln(1 + 1395/1.905) g₀ = −9.90 g₀ = −122 μS,
singlet: +0.5 ln(1 + 20000/1.905) g₀ = +4.63 g₀ = +57 μS.

The total is −5.27 g₀ = −65 μS, or about −0.3 % of the sheet conductance. Without spin-orbit scattering it would be −114 μS. The ratio of totals is +0.57, not −0.5, although τ_φ is ten times τ_so. The interference weight C changes sign at t = (3τ_so/4) ln 3 = 1.65 ps, and the logarithm collects much of its value from shorter paths. By the criterion of section 6, a positive total would need τ_φ near 1 μs.

The part that depends on coherence does change sign. The slope ratio is 1.5·1.395/20 − 0.5 = −0.395. The characteristic fields are B_φ = 5.2 mT and B_T = 75 mT. A field of 10 mT changes the conductance by −0.65 μS, compared with +1.34 μS without spin-orbit scattering, a ratio of −0.49.

**9. Accuracy and real films**

The cutoff 1/τ is known only to a factor of order one. Changing it by a factor of two shifts the result of the film formula by g₀ ln 2 ≈ 8.5 μS, about 13 % of the total. The slope and the low-field change are insensitive to it. The thickness is 0.028 L_φ, so the long paths are two-dimensional. The shortest paths are less clear-cut, because the diffusion formula gives the slowest pair mode that varies across the thickness a decay rate of π²D/(thickness)² = 1.18/τ, just above the sharp cutoff. Diffusion is a poor description at times near τ, so this rate and the estimates built on it indicate only a size. With the smooth cutoff 1 − e^(−t/τ) of the time integral, the modes n = 1, 2, … across the thickness would add about −g₀ Σ_n ln[1 + 1/(1.18n²)] ≈ −1.13 g₀ ≈ −14 μS. If the cutoff time is also halved, the smooth form with these modes gives a total of about −98 μS. On this rough estimate, the film value of −65 μS is uncertain by some 50 %. Corrections of relative order 1/(k_F l) = 0.025 are omitted. Zeeman mixing of singlet and triplet at 10 mT, estimated as (2μ_B B/ħ)²(3τ_so/4)τ_φ, is about 10⁻⁴ and negligible.

The mean free path chosen here is far below the few tens of nanometres of pure bulk copper at room temperature, and the resistivity is correspondingly more than ten times higher. Real films also contain grain boundaries and surfaces, which need not scatter isotropically, and both τ_so and τ_φ vary with purity. The largest omission at zero field is the interaction between electrons. A standard estimate, −g₀ ln(ħ/k_BTτ), not derived here, gives −85 μS, comparable with the interference correction, and would bring the sum with the film value to about −150 μS. A temperature sweep alone therefore does not isolate the factor −1/2; the low-field magnetoconductance is the better quantity to fit. Magnetic impurities break the assumption that protects the singlet. If they add a singlet decay rate equal to 1/τ_φ, the singlet time halves, its contribution drops by ½g₀ ln 2 ≈ 4 μS, and its characteristic field doubles.

These numbers do not carry over to an interconnect at its temperature of use. At 300 K, taking τ_φ ≈ ħ/k_BT = 25 fs as a rough guide, τ_φ is far below τ_so and the spin hardly rotates. L_φ is then 6.3 nm, close to the thickness, so the film formula is outside its range; its value of −0.14 % indicates only a size. At 4 K, a line narrower than L_φ ≈ 180 nm is not two-dimensional either. Paths that diffuse farther than the width then return with the probability of a wire, while shorter ones still see a film, so the logarithms no longer hold. For isotropic scattering ⟨C(t)⟩ keeps its form. The numerical output follows.

Computed values

```
TESTS
largest channel-decomposition error: 6.7e-16
triplet decay rate times tau_so: 1.3304
singlet factor per collision: 1.000000
lam and eps in the path sampling: 0.10, 0.00667
C after 50 collisions, sampled / law: 0.463 / 0.462
C after 150 collisions, sampled / law: -0.107 / -0.105
C after 700 collisions, sampled / law: -0.494 / -0.497
C after 700 collisions, one common axis: 0.009
C averaged over all rotations: -0.5000
return enhancement, spinless matrices: 1.997
return enhancement, spinful matrices: 0.502
(1 - bubble)/(D tau q^2) at ql = 0.05: 0.9985
slope ratio at tau_phi/tau_so = 0.1: 0.8235
slope ratio at tau_phi/tau_so = 1.5: -0.0000
slope ratio at tau_phi/tau_so = 10: -0.3954
slope ratio at tau_phi/tau_so = 1000: -0.4989
EXAMPLE: COPPER FILM, ROUGH PARAMETERS
electron density: 85 nm^-3
thickness, mean free path: 5.0, 3.0 nm
tau_so, tau_phi: 2.0, 20.0 ps
temperature: 4.0 K
Fermi wave number: 13.60 nm^-1
Fermi velocity: 1.575e+06 m/s
elastic time tau: 1.905 fs
tau_so/tau: 1050
amplitude lam for this tau_so: 0.0378
diffusion constant: 15.75 cm^2/s
resistivity: 21.91 uOhm cm
sheet resistance: 43.83 Ohm
g0: 12.331 uS
triplet time tau_T: 1.395 ps
path time at which C changes sign: 1.648 ps
triplet part of dG: -122.04 uS = -9.897 g0
singlet part of dG: 57.09 uS = 4.630 g0
total dG: -64.95 uS = -5.267 g0
dG without spin-orbit: -114.18 uS = -9.259 g0
total dG over sheet conductance: -0.285 %
ratio of totals, with/without spin-orbit: 0.569
ratio of slopes in ln tau_phi: -0.395
B_phi, B_T: 5.22, 74.89 mT
G(10 mT)-G(0), no spin-orbit: 1.336 uS
G(10 mT)-G(0), spin-orbit: -0.654 uS
ratio of these field changes: -0.490
NEGLECTED EFFECTS
electron-electron correction, estimate: -85.2 uS
Zeeman mixing rate times tau_phi at 10 mT: 9.3e-05
L_phi at 4 K: 177.5 nm; thickness/L_phi: 0.028
first transverse mode rate times tau: 1.18
1/(k_F l): 0.0245
300 K: tau_phi about hbar/kT = 25.5 fs
300 K: L_phi = 6.3 nm
300 K: film formula gives -0.143 % of G
```
